\section*{Why random dissociation of oxygen on a row jams below full coverage}

Let oxygen molecules dissociate on an infinite row of equal sites, and let $k$ be the rate at which attempts fall on each pair of neighbouring sites. If nothing else happens on the row, $k$ is the only quantity in the problem that contains a unit of time. The covered fraction $\theta$ of the sites can then depend on time only through the product $kt$,
\begin{equation}
\theta(t)=f(kt),\qquad f(0)=0 ,
\end{equation}
and the final coverage $f(\infty)$ is a pure number. Making every attempt ten times less likely to succeed stretches the time axis and leaves the final coverage unchanged. This applies to the spin of the molecule. Free O$_2$ in its ground state is a triplet, and dissociation into a closed-shell oxide may require a change of spin, which lowers the probability of reaction. If this probability is the same at every bare pair, it is a factor in $k$ and cannot affect $f(\infty)$. Dimensional analysis does not supply the number itself. It will turn out to be $1-e^{-2}\approx0.865$.

The assumptions are these. The row is empty at $t=0$. Attempts on different pairs are independent Poisson processes, all of rate $k$. An attempt succeeds if both sites are empty, and it then places one O atom on each; otherwise the molecule leaves. Atoms neither hop nor desorb, they do not change the rate at other bare pairs, and no site can be filled singly. The factor $S_0$, the sticking probability on the bare row, is already contained in $k$.

Let $P_n(t)$ be the probability that $n$ given consecutive sites are all empty. By translational symmetry it does not depend on where the string lies. In particular,
\begin{equation}
\theta=1-P_1,\qquad \frac{S}{S_0}=P_2 ,
\end{equation}
where $S$ is the sticking probability at time $t$: a molecule arrives above a randomly chosen pair and can react only if that pair is bare.

An empty string is never created, because filling is irreversible. It is destroyed when a molecule fills at least one of its sites. There are $n-1$ pairs inside the string. Given that the string is empty, an attempt on any of them succeeds, so together they contribute a loss $(n-1)kP_n$. Two further pairs straddle the ends. An attempt there succeeds only if the outer site is empty too, which requires an empty string of $n+1$ sites. By reflection symmetry the two ends contribute equally, and
\begin{equation}
\frac{dP_n}{dt}=-(n-1)kP_n-2kP_{n+1},\qquad P_n(0)=1 .
\label{eq:hier}
\end{equation}
For $n=1$ this reads $d\theta/dt=2kP_2$, as it must: there is one pair per site, and each success fills two sites.

Each equation refers to the next longer string, but the set can be solved without an approximate closure. If a string is empty at time $t$, no attempt can have fallen on any of its inner pairs, since such an attempt would have found both sites empty and succeeded. The probability of no attempt on $n-1$ pairs is $e^{-(n-1)kt}$. With
\begin{equation}
u=1-e^{-kt},\qquad P_n=(1-u)^{n-1}F_n(u),
\label{eq:F}
\end{equation}
$F_n$ is therefore the conditional probability that the string is empty, given that its inner pairs have not been tried. Hence $0\le F_n\le1$. Since $du/dt=ke^{-kt}=k(1-u)$, the product rule gives
\begin{equation}
\frac{dP_n}{dt}=-(n-1)k(1-u)^{n-1}F_n+k(1-u)^{n}\frac{dF_n}{du}.
\end{equation}
The first term equals $-(n-1)kP_n$ and cancels the same term in (\ref{eq:hier}). The remaining term there is $-2kP_{n+1}=-2k(1-u)^nF_{n+1}$, so after division by $k(1-u)^n$
\begin{equation}
\frac{dF_n}{du}=-2F_{n+1},\qquad F_n(0)=1 .
\end{equation}
Integration gives $F_n(u)=1-2\int_0^uF_{n+1}(u_1)\,du_1$. Inserting the same relation for $F_{n+1}$, then for $F_{n+2}$, and so on, $M$ integrations in all, yields
\begin{equation}
F_n(u)=\sum_{j=0}^{M-1}\frac{(-2u)^j}{j!}+R_M,\qquad |R_M|\le\frac{(2u)^M}{M!}.
\end{equation}
The remainder $R_M$ is $(-2)^M$ times an $M$-fold ordered integral of $F_{n+M}$. The bound follows because $F_{n+M}\le1$ and the ordered region of integration has volume $u^M/M!$. It vanishes as $M\to\infty$, so $F_n=e^{-2u}$ for every $n$, and
\begin{equation}
P_n(t)=\exp\!\left[-(n-1)kt-2\left(1-e^{-kt}\right)\right].
\label{eq:Pn}
\end{equation}
Setting $n=1$ gives the coverage,
\begin{equation}
\theta(t)=1-\exp\!\left[-2\left(1-e^{-kt}\right)\right]\;\longrightarrow\;1-e^{-2}.
\label{eq:theta}
\end{equation}
If the pressure varies, $k$ depends on time. Dividing (\ref{eq:hier}) by $k(t)$ shows that $kt$ is then replaced by $\int_0^tk(t')\,dt'$. The limit is unchanged provided this integral grows without bound.

The nature of the final state follows from the first two probabilities. As $t\to\infty$, $P_2=e^{-kt}P_1$ tends to zero while $P_1$ tends to $e^{-2}\approx0.135$. There is still empty room, but no two empty sites are neighbours, and a molecule needs two. Between successive vacancies lies a whole number of molecules, at least one, and hence an even number of atoms. The vacant fraction of a jammed row therefore cannot exceed $1/3$, which is reached by repeating one vacancy and one molecule. It could be zero if the molecules were laid end to end. Random arrival gives a value between these extremes.

At short times $1-e^{-kt}\approx kt-\tfrac12(kt)^2$, and expansion of (\ref{eq:theta}) to second order gives
\begin{equation}
\theta\approx2kt-(kt)^2-\tfrac12(2kt)^2=2kt-3(kt)^2 .
\end{equation}
At long times the distance from the limit is $e^{-2}\left[\exp(2e^{-kt})-1\right]\approx2e^{-2}e^{-kt}$. The approach to jamming is exponential with rate $k$, because a bare pair that has lost the chance of being blocked by its neighbours simply waits for its own molecule.

An experiment usually records sticking against coverage, so time should be eliminated. From (\ref{eq:theta}), $\ln(1-\theta)=-2(1-e^{-kt})$, or
\begin{equation}
e^{-kt}=1+\tfrac12\ln(1-\theta),\qquad kt=-\ln\!\left[1+\tfrac12\ln(1-\theta)\right].
\label{eq:time}
\end{equation}
With $P_2=e^{-kt}P_1$ this becomes
\begin{equation}
\frac{S}{S_0}=(1-\theta)\left[1+\tfrac12\ln(1-\theta)\right].
\label{eq:S}
\end{equation}
The bracket is the probability that the neighbour of an empty site is also empty. Mean-field theory treats the two sites as independent and replaces the bracket by $1-\theta$. Then $d\theta/dt=2k(1-\theta)^2$, which integrates to $1-\theta=1/(1+2kt)$, and the row fills completely. The jam is thus a result of correlations between neighbouring sites, which mean-field theory discards.

The correlations act in opposite directions early and late. For small $\theta$, (\ref{eq:S}) gives $S/S_0\approx1-\tfrac32\theta$, whereas mean field gives $1-2\theta$. An isolated molecule blocks three pairs, its own and one on each side; two separate atoms would block four. Sticking therefore starts to fall more slowly than mean field predicts. At $\theta=0.5$ equation (\ref{eq:S}) gives $S/S_0=0.327$ against the mean-field $0.250$. At $\theta=0.8$ the values are $0.039$ and $0.040$, so the curves have just crossed. Beyond this, (\ref{eq:S}) falls to zero at $\theta=1-e^{-2}$, while the mean-field value there is still $e^{-4}$.

The same limit follows from a finite row without any reference to time, and this second route also gives the effect of the ends. Let $E_n$ be the mean number of vacancies finally left on an open row of $n$ sites, with $E_0=0$ and $E_1=1$. The first molecule is equally likely to take any of the $n-1$ pairs. It leaves two rows, of $i$ and $n-2-i$ sites, which no later molecule can connect. Averaging over $i$, and noting that both pieces run through the same lengths, one finds
\begin{equation}
(n-1)E_n=2\sum_{j=0}^{n-2}E_j,\qquad n\ge2 .
\end{equation}
Subtracting the equation for $n-1$ leaves $(n-1)E_n-(n-2)E_{n-1}=2E_{n-2}$ for $n\ge3$. In terms of $D_n=E_n-E_{n-1}$ this is
\begin{equation}
(n-1)D_n=-E_{n-1}+2E_{n-2},
\end{equation}
which also holds for $n=2$, since $E_2=0$ and $D_2=-1$. A second subtraction of neighbouring equations gives $(n-1)D_n-(n-2)D_{n-1}=-D_{n-1}+2D_{n-2}$. Collecting the terms in $D_{n-1}$ and subtracting $(n-1)D_{n-1}$ from both sides, one obtains
\begin{equation}
D_n-D_{n-1}=-\frac{2}{n-1}\left(D_{n-1}-D_{n-2}\right),\qquad n\ge3 .
\end{equation}
The first difference is $D_2-D_1=-1-1=-2$. Repeated use of the relation gives $D_n-D_{n-1}=(-2)^{n-1}/(n-1)!$, and summation from $D_1=1$ gives
\begin{equation}
D_n=\sum_{j=0}^{n-1}\frac{(-2)^j}{j!},\qquad
E_n=\sum_{m=1}^{n}D_m=\sum_{j=0}^{n-1}(n-j)\frac{(-2)^j}{j!}.
\end{equation}
The factor $n-j$ counts the values of $m$ for which term $j$ is present. For $n=3$ the sum is $3-4+2=1$, as it should be, since one molecule always leaves one site. For long rows the sums may be extended to infinity, with an error that falls factorially. Using $\sum_j j(-2)^j/j!=-2e^{-2}$, one finds
\begin{equation}
E_n\approx(n+2)e^{-2}.
\label{eq:En}
\end{equation}
Each added site thus contributes $e^{-2}$ vacancies, in agreement with (\ref{eq:theta}), and the two ends together add $2e^{-2}$. A row of 100 sites keeps $102\,e^{-2}=13.80$ vacancies on average, and its mean final coverage is $0.862$ instead of $0.865$.

Diffusion removes the jam. When an atom hops into a neighbouring vacancy, the vacancy moves one site the other way. Two vacancies that become neighbours form a bare pair, which the next successful molecule fills. On a closed ring with an even number of sites the number of vacancies stays even, and any two can be brought together by hops, so the full ring is the only final state. The process was simulated on a ring of 20\,000 sites. It was first jammed by random attempts, then every vacancy was moved one site left or right at random in each round, and every bare pair was filled at once. In this run the coverage rose from $0.866$ to $0.936$ after 10 rounds and to $0.975$ after 100.

A slow channel that fills single sites has a similar consequence. Suppose that each empty site also takes one atom at rate $rk$, for instance because a molecule leaves one atom behind and the other departs. Equation (\ref{eq:hier}) acquires the extra loss $-nrkP_n$. Substituting $P_n=e^{-(n-1)(1+r)kt}G(t)$, one sees that all terms proportional to $n-1$ cancel, and what remains is
\begin{equation}
\frac{dG}{dt}=-rkG-2ke^{-(1+r)kt}G .
\end{equation}
Since $P_1=G$ and $G(0)=1$,
\begin{equation}
P_1=\exp\!\left[-rkt-\frac{2}{1+r}\left(1-e^{-(1+r)kt}\right)\right].
\label{eq:single}
\end{equation}
For $r=0$ this returns to (\ref{eq:theta}). For any $r>0$ it tends to zero. If $r\ll1$, the coverage lingers near $1-e^{-2}$ and then creeps to full over a time of order $1/(rk)$.

For a numerical example, take parallel rows with the rough geometry of the dimer rows on Si(001), and let one model site stand for one dimer. With the cubic lattice constant set to $0.543$~nm as an input of the example, the spacing along a row is $0.543/\sqrt2=0.384$~nm, the rows are $0.768$~nm apart, and the area per site is $A=0.295$~nm$^2$. Let the O$_2$ pressure be $p=10^{-8}$~Torr, the temperature $T=300$~K and $S_0=0.1$, a rough value. Kinetic gas theory gives the flux of molecules of mass $m$,
\begin{equation}
\Phi=\frac{p}{\sqrt{2\pi mk_{\mathrm B}T}}=0.0359~\mathrm{nm^{-2}\,s^{-1}} .
\end{equation}
There is one pair per site, so the bare surface takes up $k$ molecules per site and unit time, and
\begin{equation}
k=S_0\Phi A=0.1\times0.0359\times0.295~\mathrm{s^{-1}}=1.06\times10^{-3}~\mathrm{s^{-1}} .
\end{equation}
Equation (\ref{eq:time}) gives $kt=0.426$ for $\theta=0.5$, $1.63$ for $\theta=0.8$, and $3.47$ for $\theta=0.856$, which is 99\,\% of the jamming coverage. Division by $k$ turns these into about 400~s, 1500~s and 3300~s, the last being $0.9$~h. The absolute times inherit the uncertainty of $S_0$; their ratios do not. The sticking probability has dropped from $0.1$ to $0.033$ at half coverage and to $0.004$ at $\theta=0.8$.

The neglected effects can be sized for the same case. With a rough hopping barrier $E_{\mathrm h}=2$~eV and attempt frequency $\nu=10^{13}$~s$^{-1}$, the expected number of hops per atom in $t=3300$~s is $\nu t\,e^{-E_{\mathrm h}/k_{\mathrm B}T}\approx8\times10^{-18}$ at 300~K, so diffusion is negligible. It reaches one hop in the same time at
\begin{equation}
T=\frac{E_{\mathrm h}}{k_{\mathrm B}\ln(\nu t)}\approx610~\mathrm{K},
\end{equation}
a temperature that scales with the assumed barrier. Single-site filling with $r=0.01$ raises the coverage at 3300~s from $0.856$ to $0.859$ by (\ref{eq:single}), but over a time of order $1/(rk)\approx10^5$~s it removes the plateau. Two other changes were simulated by random attempts until no bare pair was left. If molecules bridge neighbouring rows as readily as they lie along them, a periodic grid of $300\times300$ sites jams at $0.907$. Weak bridging delays this shift but does not remove it: with a bridging rate of $10^{-2}k$ or $10^{-4}k$ the rows first jam near $0.865$, vacancies facing each other across rows are filled later, and the final coverage is still about $0.896$. If instead each filled site next to a bare pair raises the barrier there by $0.03$~eV, the rate is multiplied by $0.313$ per such neighbour at 300~K, and a ring of 100\,000 sites jams at $0.835$ in one run; the recursion over gaps, with the end pairs weighted by this factor, gives $0.834$ for the infinite row. For these chosen strengths, bridging and repulsion shift the final coverage by a few hundredths, in opposite directions.

On real silicon one assumption that fails is that a dimer offers only one place for oxygen. Oxygen also enters the back bonds beneath the surface atoms, so uptake need not stop when the model row is jammed, and $0.865$ is not a prediction of the oxygen content of an oxide. Energetic atoms may also come to rest away from the pair where the molecule broke; that effect has not been sized here. Nor need a molecule that finds its pair blocked leave at once: it can be trapped in a mobile precursor state and search along the row. In a simple version, where it steps to a neighbouring pair and desorbs with probability $0.1$ per step, $S/S_0$ at half coverage is about $0.6$ instead of $0.33$ and the row jams near $0.89$, so (\ref{eq:S}) applies only to direct adsorption. The chosen pressure belongs to dosing experiments in ultrahigh vacuum. Thermal oxides for devices are grown at pressures many orders of magnitude higher and at temperatures far above 610~K, where a row of immobile atoms is not a suitable model. The result describes the blocking of a first layer made of separate rows, under conditions in which oxygen needs two adjacent free sites of one row, reacts at the same rate at every bare pair and stays where it lands.
